# Why squared diagonal transmission amplitudes are not generally eigenchannel transmissions

**Q.** I am modelling the narrowest part of a conducting filament in a resistive memory cell. Each lead has two propagating modes, and my transmission matrix at the Fermi energy is

$$t=\begin{pmatrix}0.6500-0.4000i&-0.2598\\-0.2598&0.3500-0.4000i\end{pmatrix}.$$

The squared diagonal elements are $0.5825$ and $0.2825$. So I have two eigenchannels with these transmissions, and a conductance of $0.865$ conductance quanta. Is anything wrong with that?

**A.** Both conclusions are wrong. Let us first fix what the matrix means. I take $t_{mn}$ as the amplitude to leave in right-lead mode $m$ after entering in left-lead mode $n$, with each mode normalised to unit particle flux. Then $|t_{mn}|^2$ is a probability. I also assume coherent, elastic transport of non-interacting electrons, with two equivalent spins.

An electron entering in mode 1 is transmitted if it comes out in *either* right-hand mode. Its total transmission probability is

$$c_1=|t_{11}|^2+|t_{21}|^2=0.5825+0.0675=0.6500 .$$

Your diagonal element leaves out the second exit. For mode 2, likewise, $c_2=0.2825+0.0675=0.3500$.

To get the conductance, count arrivals. A mode of velocity $v$ has $1/(hv)$ right-moving states per unit length, energy and spin. Multiplying by $v$ gives an arrival rate of $1/h$ per unit energy, whatever the velocity. At zero temperature and small voltage $V$, the left lead supplies an extra energy window $eV$, so with two spins

$$I=e\cdot2\cdot\frac{eV}{h}\sum_n c_n,\qquad G=\frac IV=G_0\sum_{mn}|t_{mn}|^2=G_0\,\mathrm{Tr}\,t^\dagger t,\qquad G_0=\frac{2e^2}{h}.$$

Here the sum is $0.65+0.35=1$. The conductance is $G_0=77.5\ \mu\mathrm S$, not the $67.0\ \mu\mathrm S$ that follows from the diagonals.

**Q.** Then I should use the column sums. The eigenchannels transmit $0.65$ and $0.35$.

**A.** Those are the transmissions of your chosen lead modes, each fed alone. An eigenchannel is something else. Feed a normalised mixture $a$ of the two incoming modes. The transmitted probability is $|ta|^2=a^\dagger t^\dagger t\,a$. The matrix $t^\dagger t$ is Hermitian, so it has orthonormal eigenvectors, which I collect as the columns of a unitary matrix $V$:

$$t^\dagger t=V\,\mathrm{diag}(T_1,T_2)\,V^\dagger .$$

With $b=V^\dagger a$ this gives

$$|ta|^2=T_1|b_1|^2+T_2|b_2|^2,\qquad |b_1|^2+|b_2|^2=1 .$$

Thus $T_1$ and $T_2$ are the largest and smallest transmission that any incoming mixture can have. They are the eigenchannel transmissions. Flux conservation, $r^\dagger r+t^\dagger t=1$ with $r$ the reflection matrix, keeps them between 0 and 1.

The images of the two eigenvectors are also orthogonal, because $(tv_1)^\dagger(tv_2)=v_1^\dagger t^\dagger t\,v_2=T_2v_1^\dagger v_2=0$. Normalising them gives outgoing states $u_n$ with $tv_n=\sqrt{T_n}\,u_n$. (If some $T_n=0$, complete the set with any orthonormal vector.) Hence

$$t=U\,\mathrm{diag}(\sqrt{T_1},\sqrt{T_2})\,V^\dagger ,$$

which is the singular value decomposition. The transmissions are the squared singular values of $t$.

For a two-by-two matrix, they follow from a trace and a determinant. We have $T_1+T_2=\mathrm{Tr}\,t^\dagger t=1$ and $T_1T_2=|\det t|^2$. For your matrix,

$$\det t=(0.65-0.4i)(0.35-0.4i)-0.2598^2=(0.0675-0.4i)-0.0675=-0.4i,$$

so $T_1T_2=0.16$. The equation $T^2-T+0.16=0$ has the roots $0.8$ and $0.2$. Neither your diagonals nor your column sums give these numbers.

**Q.** But surely there are cases where the diagonals do work?

**A.** There are, and the condition is sharp. Subtract the diagonal part from the trace:

$$\sum_nT_n-\sum_n|t_{nn}|^2=\sum_{m\ne n}|t_{mn}|^2 .$$

If the squared diagonals are the set of transmissions, the left side is zero. A sum of non-negative terms vanishes only if each term does, so all off-diagonal elements are zero. Conversely, if they are zero, $t^\dagger t$ is diagonal with entries $|t_{nn}|^2$. The identification therefore holds if and only if $t$ is diagonal in the chosen pair of mode bases.

**Q.** My matrix comes from a definite device. How can the answer depend on a choice of basis?

**A.** The transmissions do not depend on it; the diagonals do. Change the incoming modes by a unitary matrix $U_L$ and the outgoing ones by $U_R$. Then $t'=U_R^\dagger tU_L$, and since $U_RU_R^\dagger=1$,

$$t'^\dagger t'=U_L^\dagger t^\dagger U_RU_R^\dagger tU_L=U_L^\dagger(t^\dagger t)U_L .$$

This has the same eigenvalues as $t^\dagger t$.

A small model shows how your matrix can arise. Take a chain with two degenerate orbitals per site, hopping $-\gamma$ between equal orbitals on neighbouring sites, and zero on-site energy in the leads. The constriction is one site, $j=0$, whose two principal orbitals have energies $\varepsilon_1$ and $\varepsilon_2$. Along the principal axes the orbitals decouple. For one of them,

$$\psi_j=e^{ikj}+\rho e^{-ikj}\ (j\le0),\qquad \psi_j=\tau e^{ikj}\ (j\ge0),\qquad E=-2\gamma\cos k,$$

where $k$ is the phase advance per site and $0<k<\pi$ makes $e^{ikj}$ travel to the right. Equality at $j=0$ gives $\rho=\tau-1$. The equation at that site is

$$(E-\varepsilon)\tau=-\gamma(\psi_1+\psi_{-1})=-\gamma\left[\tau e^{ik}+e^{-ik}+(\tau-1)e^{ik}\right]=-2\gamma\tau e^{ik}+2i\gamma\sin k .$$

Bring the $\tau$ terms together and use $E+2\gamma e^{ik}=2i\gamma\sin k$:

$$\tau(2i\gamma\sin k-\varepsilon)=2i\gamma\sin k\quad\Rightarrow\quad \tau=\frac1{1+i\varepsilon/(2\gamma\sin k)} .$$

Choose $\gamma=1$ eV, $E=0$, so that $\sin k=1$, and $\varepsilon_1=1$ eV, $\varepsilon_2=4$ eV. Calling the two amplitudes $t_1$ and $t_2$,

$$t_1=\frac1{1+0.5i}=0.8-0.4i,\qquad t_2=\frac1{1+2i}=0.2-0.4i .$$

Their squared moduli are $0.64+0.16=0.8$ and $0.04+0.16=0.2$.

**Q.** That is a diagonal matrix. Where do my off-diagonal elements come from?

**A.** From describing the leads with orbital axes turned by an angle $\alpha$ from the constriction axes. With $c=\cos\alpha$ and $s=\sin\alpha$,

$$R(\alpha)=\begin{pmatrix}c&-s\\s&c\end{pmatrix},\qquad t=R(\alpha)^T\begin{pmatrix}t_1&0\\0&t_2\end{pmatrix}R(\alpha).$$

The columns of $R$ are the lead orbitals written in the principal axes. Multiplying out,

$$t_{11}=c^2t_1+s^2t_2,\quad t_{22}=s^2t_1+c^2t_2,\quad t_{12}=t_{21}=-cs(t_1-t_2).$$

At $30^\circ$, $c^2=0.75$, $s^2=0.25$ and $cs=0.4330$. With $t_1-t_2=0.6$ these are the elements of your matrix. The probability missing from the diagonals is

$$2c^2s^2|t_1-t_2|^2=\tfrac12\sin^2(2\alpha)\,|t_1-t_2|^2=\tfrac12(0.75)(0.36)=0.135 ,$$

the difference between $1$ and $0.865$. It is largest at $45^\circ$, where both squared diagonals are $0.41$ and their sum is $0.82$. It vanishes at $0^\circ$. It also vanishes at every angle if $t_1=t_2$, when the constriction does not distinguish the orbitals. At all these angles the transmissions stay at $0.8$ and $0.2$.

The two leads may also be labelled differently. Keep the left axes aligned with the constriction and turn the right axes by $90^\circ$:

$$t=R(90^\circ)^T\begin{pmatrix}t_1&0\\0&t_2\end{pmatrix}=\begin{pmatrix}0&t_2\\-t_1&0\end{pmatrix}.$$

Both diagonal elements are zero, yet the conductance is still $G_0$.

**Q.** Could I diagonalise $t$ itself and square its eigenvalues?

**A.** Not in general. For the last matrix, the eigenvalues obey $\lambda^2=-t_1t_2$, so both have $|\lambda|^2=\sqrt{T_1T_2}=\sqrt{0.16}=0.4$, instead of $0.8$ and $0.2$. When both leads are turned by the same angle, $R^T\mathrm{diag}(t_1,t_2)R$ is a similarity transformation and its eigenvalues are $t_1$ and $t_2$, so the recipe happens to work: this $t$ is a unitary rotation of a diagonal matrix. It can fail when the input and output bases are changed separately, because $t$ maps one space to another and its eigenvalues then depend on how the two bases are paired. It can also fail with identical axes in both leads, if $t$ does not commute with $t^\dagger$. Two constriction sites in a row, each with levels 1 and 4 eV but with principal axes $45^\circ$ apart, give $|\lambda|^2=0.521$ and $0.029$ at $E=0$, whereas the transmissions are $0.589$ and $0.026$. The squared singular values are right in all these cases.

**Q.** The column sums give the right conductance in any basis. Why should I care about the individual $T_n$?

**A.** Because current noise depends on them. Let both incoming modes be filled for one spin, with nothing arriving from the right. A two-electron state that fills two modes changes at most by a phase when these modes are mixed unitarily. So we may say that the electrons fill the eigenvectors $v_1$ and $v_2$. Their transmitted parts are orthogonal, as shown above. Their reflected parts are too, since $r^\dagger r=1-t^\dagger t$ has the same eigenvectors. The electrons therefore never compete for an outgoing state, and each passes independently with probability $T_n$:

$$P(2)=T_1T_2,\qquad P(0)=(1-T_1)(1-T_2),\qquad \mathrm{var}\,N=\sum_nT_n(1-T_n).$$

Here $P(0)=0.2\times0.8=0.16$, $P(2)=0.16$, and the variance is $0.16+0.16=0.32$. Treating the column sums as independent probabilities would give $P(0)=P(2)=0.2275$. The same probabilities computed from two-electron determinants in your lead basis, without using eigenchannels, are $0.16$, $0.68$ and $0.16$ for zero, one and two transmitted electrons.

In a long time $\Theta$, there are $\Theta eV/h$ such pairs per spin. The one-sided, low-frequency noise density is $S=2\,\mathrm{var}(Q)/\Theta$, where $Q$ is the transferred charge. With two spins,

$$S=2e^2\cdot\frac{2eV}{h}\sum_nT_n(1-T_n)=2eIF,\qquad F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}.$$

This is the zero-temperature result, and $F$ is the Fano factor. Your filament has $F=0.32$. The column sums would give $0.455$, and the squared diagonals $0.5155$.

**Q.** Is the error from the column sums always upward?

**A.** It is never downward. Write $M=t^\dagger t$, so that $c_n=M_{nn}$. Since $\sum_nT_n^2=\mathrm{Tr}\,M^2=\sum_{mn}|M_{mn}|^2$ and $\sum_nc_n=\sum_nT_n$,

$$\sum_nc_n(1-c_n)-\sum_nT_n(1-T_n)=\sum_nT_n^2-\sum_nc_n^2=\sum_{m\ne n}|M_{mn}|^2\ge0 .$$

Here $M_{12}=-cs(T_1-T_2)=-0.2598$, and the excess is $2\times0.0675=0.135$, as $0.455-0.32$ requires. It equals the earlier conductance deficit because $t_1-t_2$ and $T_1-T_2$ are both $0.6$ for these parameters; the two errors have different origins.

**Q.** A conductance of one $G_0$ made me think of a single open channel. Can noise tell the difference?

**A.** Under the stated assumptions, yes. One fully open channel has $F=0$; yours has $F=0.32$ at the same conductance. If you know that just two channels contribute, with $g=G/G_0$, then $\sum_nT_n^2=g(1-F)$ and

$$T_1T_2=\tfrac12\left[g^2-g(1-F)\right]=\tfrac12(1-0.68)=0.16 ,$$

which returns $0.8$ and $0.2$. With three or more channels, two measured numbers do not in general fix all transmissions.

**Q.** My cell is read at $0.1$ V and room temperature. Does the zero-temperature formula still apply?

**A.** Not as it stands. At each energy, let the states arriving from the left and right be filled with probabilities $f_L$ and $f_R$. If both are filled, both outgoing states are filled and no net charge passes. In one eigenchannel, a forward transfer thus has probability $Tf_L(1-f_R)$ and a backward one $Tf_R(1-f_L)$. The variance of the net transfer is

$$T[f_L(1-f_R)+f_R(1-f_L)]-T^2(f_L-f_R)^2 .$$

Take $T$ constant over the window. Let $A$ be the energy integral of the bracket and $B$ that of $(f_L-f_R)^2$. For Fermi functions, $f_R(1-f_L)=e^{-eV/k_BT_e}f_L(1-f_R)$, where $T_e$ is the temperature. The difference of these two products is $f_L-f_R$, whose integral is $eV$. Hence

$$A=eV\,\frac{1+e^{-eV/k_BT_e}}{1-e^{-eV/k_BT_e}}=eV\coth x,\qquad x=\frac{eV}{2k_BT_e}.$$

For $B$, expand the square to find that it equals the bracket minus the whole sum $[f_L(1-f_L)+f_R(1-f_R)]$. Each of these terms is $-k_BT_e\,df/dE$ and integrates to $k_BT_e$, so $B=A-2k_BT_e$. The variance integral is $TA-T^2B=T(1-T)A+2k_BT_eT^2$, and therefore

$$S=2G_0\left[2k_BT_e\sum_nT_n^2+eV\coth x\sum_nT_n(1-T_n)\right].$$

As $V\to0$, $eV\coth x\to2k_BT_e$ and $S\to4k_BT_eG$, the equilibrium thermal noise. Subtracting it leaves

$$S-4k_BT_eG=2eIF\left(\coth x-\frac1x\right).$$

The bracket tends to 1 for $x\gg1$, which restores the earlier result, and to $x/3$ for $x\ll1$.

At 300 K, $k_BT_e=25.85$ meV, so $x=1.934$ and the bracket is $0.526$. The current is $7.75\ \mu\mathrm A$. In units of $10^{-24}\ \mathrm{A^2/Hz}$, the thermal noise is $1.284$, the total $1.701$ and the excess $0.418$. The excess still carries $F$, but it is about a quarter of the total. At this fixed current, using the squared diagonals for $F$ would predict an excess larger by the factor $0.5155/0.32\approx1.6$.

**Q.** How close is this to a real memory cell?

**A.** A read voltage near $0.1$ V, room temperature and a conductance near $G_0$ are plausible for a filament cell in a conducting state. The orbital energies are round model values, not calculated for any material. The model also assumes coherent, elastic transport. At this voltage and temperature electrons can exchange energy with atomic vibrations, which can change both the conductance and the noise; that effect is not estimated here. Real filaments need not have just two paths past their narrowest site. An assumed direct hopping of $-0.1$ eV past the constriction, between equal orbitals and with the same sign as $-\gamma$, changes the transmissions to $0.886$ and $0.357$ and raises the conductance by 24%, the largest conductance change among the effects sized here. Shifting both constriction levels by half the bias energy changes it by 2%, and an assumed series resistance of $500\ \Omega$ lowers it by 3.7%. That resistance also damps the current noise: under voltage bias at zero temperature, uncorrected terminal values of $g$ and $F$ would return about $0.81$ and $0.15$ instead of $0.8$ and $0.2$. The energy dependence of $T_n$ over the thermal and bias window, with the levels fixed, changes the current by only 0.02% when the Fermi energy lies at the centre of this 4 eV wide model band, and by about 0.2% when it lies 1.4 eV higher. Slow resistance fluctuations can also hide the noise signal: for an assumed flicker spectrum $S=10^{-8}I^2/f$, they exceed the excess noise below about $1.4$ MHz.

**Q.** And if the two lead modes are not degenerate?

**A.** Then a rotated orbital is no longer a mode with one wave number. An assumed splitting of $0.2$ eV makes the relative phase of the modes advance by $0.10$ rad per site. You may still mix flux-normalised modes at a stated reference plane, and the singular values remain unchanged by that relabelling. The squared diagonals in a mixed basis can then change when the plane is moved. Physically turning such a lead is a different operation, since it changes the Hamiltonian and may change the $T_n$ themselves. The splitting does so too. Raise the second lead orbital by $0.2$ eV, leave the first orbital and the Fermi energy at zero, and hold the constriction energies and the $30^\circ$ angle fixed: the transmissions become $0.816$ and $0.211$. Placing the same splitting differently about the Fermi energy gives other values.

So compute $t$ with flux-normalised modes, take its singular values, and square them.

## Table of computed values

```
hopping gamma = 1.0 eV; energy E = 0 eV
constriction energies = 1.0, 4.0 eV
voltage = 0.10 V; temperature = 300 K
kT = 25.85 meV; G0 = 77.481 uS
principal amplitudes t1, t2 = 0.8000-0.4000i 0.2000-0.4000i
common lead angle = 30 degrees
t row 1 = 0.6500-0.4000i -0.2598-0.0000i
t row 2 = -0.2598-0.0000i 0.3500-0.4000i
eigenchannel transmissions = 0.8000, 0.2000
squared diagonals = 0.5825, 0.2825
column sums = 0.6500, 0.3500
sums: channels 1.0000, diagonals 0.8650, columns 1.0000
conductance = 77.481 uS = 1.0000 G0
conductance from diagonals = 67.021 uS
Fano: channels 0.3200, diagonals 0.5155, columns 0.4550
pair counting P0, P1, P2 = 0.1600, 0.6800, 0.1600
P0, P1, P2 guessed from diagonals = 0.2996, 0.5359, 0.1646
P0, P1, P2 guessed from columns = 0.2275, 0.5450, 0.2275
variance of transmitted number = 0.3200
scan of mixtures: max 0.8000, min 0.2000
angle 0 deg: diagonals 0.8000, 0.2000; sum 1.0000; channels 0.8000, 0.2000
angle 15 deg: diagonals 0.7373, 0.2177; sum 0.9550; channels 0.8000, 0.2000
angle 30 deg: diagonals 0.5825, 0.2825; sum 0.8650; channels 0.8000, 0.2000
angle 45 deg: diagonals 0.4100, 0.4100; sum 0.8200; channels 0.8000, 0.2000
angles 0 and 90 deg: diagonals 0.0000, 0.0000
angles 0 and 90 deg: channels 0.8000, 0.2000
angles 0 and 90 deg: |eigenvalues of t|^2 0.4000, 0.4000
current = 7.748 uA
zero-temperature shot noise = 0.7945 x 1e-24 A^2/Hz
equilibrium thermal noise = 1.2837 x 1e-24 A^2/Hz
total noise at bias = 1.7013 x 1e-24 A^2/Hz
excess noise = 0.4176 x 1e-24 A^2/Hz
thermal reduction factor coth(x)-1/x = 0.5256; x = 1.9341
energy-window change: current -0.0243 %, noise -0.0284 %
level shift -/+ 0.050 eV: conductance change +2.00 %, -2.00 %
assumed series resistance 500 ohm: conductance change -3.73 %
assumed bypass hopping 0.1 eV: channels 0.8858, 0.3567; sum 1.2425
assumed lead splitting 0.2 eV: channels 0.8163, 0.2111; sum 1.0274
relative mode phase from that splitting = 0.1002 rad per site
assumed flicker strength f*S/I^2 = 1e-08 (dimensionless)
frequency where flicker equals excess noise = 1.438 MHz
```
